# Doppler Width of the Argon 811.5 nm Line at 500 K

## Problem

Argon atoms in a low-pressure discharge emit and absorb a spectral line of wavelength $\lambda_0=811.5$ nm. The gas temperature is $T=500$ K. Take the mass of argon-40, which makes up nearly all of natural argon: $m=39.96$ u $=6.6355\times10^{-26}$ kg.

(a) Find the distribution of the atomic velocity component along the line of sight.

(b) Derive the line profile produced by thermal motion, and its full width at half maximum (FWHM).

(c) Evaluate the width in picometres and in megahertz.

(d) Invert the formula to obtain $T$ from a measured width. How does an error in the width affect the temperature?

(e) Estimate the broadening by radiative decay, collisions, charged particles and a stray magnetic field. Use these rough values for an inductively coupled argon discharge without an applied static magnetic field:

- pressure 10 mTorr and electron density $10^{11}$ cm$^{-3}$;
- decay rate of the upper level $A=3.3\times10^7$ s$^{-1}$;
- collisional broadening cross-section $\sigma_c=3\times10^{-14}$ cm$^2$;
- Stark width 10 pm at an electron density of $10^{16}$ cm$^{-3}$, proportional to that density;
- stray magnetic field 0.5 mT.

## Hints

1. The kinetic energy is a sum of three squares, so the Boltzmann factor is a product of three factors.
2. Only the first order in $u/c$ is needed, where $u$ is the velocity along the line of sight. Estimate what this leaves out.
3. The fraction of atoms in a velocity interval equals the fraction of the line in the corresponding wavelength interval.
4. Half maximum is reached on both sides of the centre.
5. For (e), find how fast the light amplitude of one atom loses its phase or its strength. The Fourier transform of a decaying oscillation gives the width.

## Solution

### (a) Velocity along the line of sight

Let $u$ be positive for an atom moving away from the observer. The gas has no net drift, and its atoms have a Maxwellian distribution at temperature $T$. The Boltzmann factor is

$$e^{-m(u^2+v_y^2+v_z^2)/(2k_BT)}=e^{-mu^2/(2k_BT)}\,e^{-mv_y^2/(2k_BT)}\,e^{-mv_z^2/(2k_BT)} .$$

Integration over $v_y$ and $v_z$ gives constants, so $f(u)=C\,e^{-au^2}$ with $a=m/(2k_BT)$. Since $\int_{-\infty}^{\infty}e^{-au^2}du=\sqrt{\pi/a}$, normalization requires $C=\sqrt{a/\pi}$, and

$$f(u)=\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mu^2/(2k_BT)} .$$

Differentiating the Gaussian integral with respect to $a$ gives $\int u^2e^{-au^2}du=\frac{1}{2a}\sqrt{\pi/a}$. Hence

$$\langle u^2\rangle=\frac{1}{2a}=\frac{k_BT}{m}.$$

With $k_BT=6.903\times10^{-21}$ J, the root-mean-square value of $u$ is

$$\sqrt{\frac{6.903\times10^{-21}\ \mathrm J}{6.6355\times10^{-26}\ \mathrm{kg}}}=322.5\ \mathrm{m/s}.$$

The temperature here is that of the atoms. The electrons of such a discharge are much hotter, but their temperature does not enter $f(u)$. For emission it is also assumed that the excited atoms share the velocity distribution of the gas. A process that creates fast excited atoms would break this assumption.

### (b) From velocities to the line profile

Let the atom emit wave crests with period $t_0$ in its own frame. In the laboratory the period between emissions is $\gamma t_0$, with $\gamma=1/\sqrt{1-u^2/c^2}$ for motion along the line of sight. During this time the atom recedes by $u\gamma t_0$, so the next crest needs an additional time $u\gamma t_0/c$ to arrive. The observed period is $\gamma t_0(1+u/c)$, and the wavelength is

$$\lambda=\lambda_0\,\frac{1+u/c}{\sqrt{1-u^2/c^2}}=\lambda_0\sqrt{\frac{1+u/c}{1-u/c}}=\lambda_0\left(1+\frac uc+\frac{u^2}{2c^2}+\dots\right).$$

At thermal speeds $u/c$ is about $10^{-6}$, so the quadratic term is smaller than the linear one by a factor $u/(2c)\approx5\times10^{-7}$. The recoil of the atom shifts the line by the relative amount $h\nu/(2mc^2)\approx2\times10^{-11}$, which is negligible as well. Motion across the line of sight enters through $\gamma$ alone. Its mean relative shift is $\langle v_y^2+v_z^2\rangle/(2c^2)=k_BT/(mc^2)\approx1.2\times10^{-12}$, which is also negligible. To first order,

$$\lambda-\lambda_0=\lambda_0\frac uc,\qquad u=c\,\frac{\lambda-\lambda_0}{\lambda_0}.$$

In absorption from a beam, the sign of the shift depends on the direction of motion relative to the beam. Because $f(u)=f(-u)$, the profile is the same.

Let $P(\lambda)\,d\lambda$ be the fraction of the line between $\lambda$ and $\lambda+d\lambda$. Equating it to $f(u)\,du$, with $du=(c/\lambda_0)\,d\lambda$, gives

$$P(\lambda)=\frac{c}{\lambda_0}f(u)=\frac{1}{\sqrt{2\pi}\,s}\exp\left[-\frac{(\lambda-\lambda_0)^2}{2s^2}\right],\qquad s=\lambda_0\sqrt{\frac{k_BT}{mc^2}} .$$

This step gives each atom a sharp line of its own, an assumption examined in (e). Half maximum occurs where

$$\exp\left[-\frac{(\lambda-\lambda_0)^2}{2s^2}\right]=\frac12
\quad\Rightarrow\quad (\lambda-\lambda_0)^2=2s^2\ln2
\quad\Rightarrow\quad \lambda-\lambda_0=\pm s\sqrt{2\ln2}.$$

The distance between the two points is $2s\sqrt{2\ln2}=s\sqrt{8\ln2}$. The Doppler FWHM is therefore

$$\boxed{\Delta\lambda_D=\lambda_0\sqrt{\frac{8\ln2\;k_BT}{mc^2}}}$$

It grows as the square root of the temperature and falls as the inverse square root of the mass. As $T\to0$ it vanishes, and the broadening neglected so far then sets the width.

### (c) Numbers

The rest energy is $mc^2=5.9637\times10^{-9}$ J, so

$$\frac{k_BT}{mc^2}=\frac{6.9032\times10^{-21}}{5.9637\times10^{-9}}=1.1575\times10^{-12}.$$

Its square root is $1.0759\times10^{-6}$. The standard deviation of the line is

$$s=811.5\ \mathrm{nm}\times1.0759\times10^{-6}=0.873\ \mathrm{pm},$$

and with $\sqrt{8\ln2}=2.3548$,

$$\Delta\lambda_D=2.3548\times0.873\ \mathrm{pm}=2.06\ \mathrm{pm}\approx2.1\ \mathrm{pm}.$$

For the frequency width, $\nu=c/\lambda$ gives $|d\nu|=c\,|d\lambda|/\lambda^2$. Because the line is so narrow, $\lambda$ can be set to $\lambda_0$:

$$\Delta\nu_D=\frac{c\,\Delta\lambda_D}{\lambda_0^2}=936\ \mathrm{MHz}.$$

At 300 K, with the same line and mass, the width is smaller by $\sqrt{300/500}=0.775$, which gives 1.59 pm. Between these two temperatures, 200 K apart, the width changes by less than half a picometre.

### (d) Temperature from the width

Squaring the boxed formula and solving for $T$ gives

$$T=\frac{mc^2}{8\ln2\;k_B}\left(\frac{\Delta\lambda_D}{\lambda_0}\right)^2 .$$

Since $T\propto(\Delta\lambda_D)^2$, small errors obey

$$\frac{\delta T}{T}=2\,\frac{\delta(\Delta\lambda_D)}{\Delta\lambda_D}.$$

Rounding shows the effect. If 2.1 pm is inserted in place of the unrounded 2.056 pm, the result is 522 K. The width has risen by 2.1% and the temperature by 4.3%. The rounded width is a fair statement of the line's size, but it is too coarse as an input for thermometry at the percent level.

### (e) Other causes of broadening

**Radiative decay.** The number of excited atoms decays as $e^{-At}$. The radiated power is proportional to the square of the light amplitude, so the amplitude decays as $e^{-At/2}$. The lower level is metastable, and its own decay is neglected. For an amplitude $e^{-\Gamma t}$ at angular detuning $\delta$ from the line centre,

$$\left|\int_0^\infty e^{-\Gamma t}e^{i\delta t}\,dt\right|^2=\left|\frac{1}{\Gamma-i\delta}\right|^2=\frac{1}{\Gamma^2+\delta^2}.$$

This Lorentzian falls to half its peak at $\delta=\pm\Gamma$. Its full width is $2\Gamma$ in angular frequency, or $\Gamma/\pi$ in ordinary frequency. With $\Gamma=A/2$,

$$\Delta\nu_{\rm nat}=\frac{A}{2\pi}=\frac{3.3\times10^7\ \mathrm{s^{-1}}}{2\pi}=5.3\ \mathrm{MHz}.$$

**Collisions.** Suppose that each broadening collision destroys the phase of the light. The phase-coherent part of the amplitude then decays at the collision rate $n\sigma_cv_{\rm rel}$. The gas density follows from the ideal-gas law. With 10 mTorr $=1.333$ Pa,

$$n=\frac{p}{k_BT}=\frac{1.333\ \mathrm{Pa}}{6.903\times10^{-21}\ \mathrm J}=1.93\times10^{20}\ \mathrm{m^{-3}}=1.93\times10^{14}\ \mathrm{cm^{-3}}.$$

The relative velocity of two argon atoms is Maxwellian with the reduced mass $m/2$. Inserting this mass in the mean Maxwellian speed $\sqrt{8k_BT/(\pi\mu)}$ gives

$$v_{\rm rel}=\sqrt{\frac{16k_BT}{\pi m}}=728\ \mathrm{m/s}.$$

The collision rate is $4.2\times10^5$ s$^{-1}$. Division by $\pi$ gives a width of about 0.13 MHz.

**Combined profile.** The two decay rates add, and so do their Lorentzian widths, to 5.4 MHz. Each velocity group now contributes a Lorentzian instead of a sharp line, so the whole profile is a Gaussian convolved with a Lorentzian, called a Voigt profile. Solving numerically for its half-height points gives a width 1.003 times the Doppler width. Ignoring this would raise the inferred temperature by about 0.6%.

**Charged particles.** Scaling the given Stark width to the electron density of the discharge gives

$$10\ \mathrm{pm}\times\frac{10^{11}}{10^{16}}=10^{-4}\ \mathrm{pm}.$$

**Magnetic field.** The scale of the Zeeman splitting is $\mu_BB/h=7$ MHz at 0.5 mT, where $\mu_B$ is the Bohr magneton. The actual pattern also contains the Landé factors of the two levels. The scale is proportional to $B$ and reaches the Doppler width of 936 MHz near $0.5\ \mathrm{mT}\times936/7\approx67$ mT. The components widen the line well below that field. With Landé factors near $4/3$ (upper level) and $3/2$ (lower level), the width grows by about 0.01% at 0.5 mT, but by 1 to 2% at 5 mT and 4 to 9% at 10 mT, depending on the viewing direction. For thermometry at the percent level the splitting must therefore be included from a few millitesla upwards.

**Free flight.** The Doppler profile requires an atom to radiate at constant velocity while it moves through many times $\lambda_0/(2\pi)=0.13$ µm. If collisions change the velocity sooner, the phase shifts from successive velocities partly cancel. If the atom decays sooner, the natural width is no longer small compared with the Doppler width. The length $1/(n\sigma_c)$, which sets the scale of the flight between broadening collisions, is 1.7 mm, and an atom with the rms velocity moves $322.5/(3.3\times10^7)$ m $=9.8$ µm during the radiative lifetime. Both lengths are far larger than 0.13 µm.

For the stated discharge, none of these effects changes the value of 2.1 pm at the precision quoted. A larger effect appears when the light must cross the plasma.

## Variation 1: emission through an absorbing plasma

*The metastable lower level has density $n_l=10^{10}$ cm$^{-3}$, a rough value, and the line of sight through the plasma is $L=10$ cm. The statistical weights are $g_l=5$ and $g_u=7$. What width does the emerging line have?*

**Cross-section.** Let $\phi(\nu)$ be the line profile normalized over frequency. For a given velocity distribution, the absorption cross-section $\sigma(\nu)$ does not depend on how the levels are populated, so it can be found from thermal equilibrium at the gas temperature and then used in the discharge. The upper level has angular momentum $J=3$ and can decay by electric dipole radiation only to this lower level, which has $J=2$. Its decay rate $A$ is therefore also the emission rate in this line. In equilibrium, emission balances absorption minus stimulated emission:

$$\frac{n_uA\,h\nu\,\phi}{4\pi}=n_l\,\sigma\,(1-e^{-x})B_\nu,\qquad x=\frac{h\nu}{k_BT},$$

with $n_u/n_l=(g_u/g_l)e^{-x}$ and the Planck function $B_\nu=(2h\nu^3/c^2)/(e^x-1)$. Solving for $\sigma$,

$$\sigma=\frac{g_u}{g_l}\,\frac{A\,c^2\phi}{8\pi\nu^2}\;\frac{e^{-x}(e^x-1)}{1-e^{-x}}=\frac{g_u}{g_l}\,\frac{\lambda_0^2A}{8\pi}\,\phi(\nu),$$

because the last fraction equals one. A normalized Gaussian has the peak value $1/(\sqrt{2\pi}\,s_\nu)$. With $s_\nu=\Delta\nu_D/\sqrt{8\ln2}$ this is $\phi(\nu_0)=2\sqrt{\ln2/\pi}/\Delta\nu_D$. The peak cross-section becomes

$$\sigma_0=\frac75\,\frac{\lambda_0^2A}{8\pi}\,\frac{2\sqrt{\ln2/\pi}}{\Delta\nu_D}=1.2\times10^{-11}\ \mathrm{cm^2}.$$

In the discharge, the upper level is assumed to be so thinly populated that stimulated emission is negligible. The optical depth at line centre is then

$$\tau_0=n_l\sigma_0L=10^{10}\times1.215\times10^{-11}\times10=1.2 .$$

**Emerging line.** Take the simplest model: the densities of both levels are uniform, and the atoms in both have the Maxwellian velocity distribution of the gas, so that emission and absorption have the same profile. This neglects the re-emission of absorbed light. The ratio $S$ of emission to absorption is then constant across the line and along the path. The intensity obeys $dI/d\tau=S-I$, and with no light entering at the back, $I=S(1-e^{-\tau})$. At half the central intensity the optical depth $\tau_h$ satisfies

$$1-e^{-\tau_h}=\tfrac12(1-e^{-\tau_0})\quad\Rightarrow\quad \tau_h=\ln\frac{2}{1+e^{-\tau_0}} .$$

At a distance $y$ from the centre, measured in Doppler widths, $\tau=\tau_0e^{-4\ln2\,y^2}$. Setting this equal to $\tau_h$ gives $y^2=\ln(\tau_0/\tau_h)/(4\ln2)$. The emerging width, in units of $\Delta\lambda_D$, is

$$F=2y=\sqrt{\frac{\ln(\tau_0/\tau_h)}{\ln2}} .$$

Here $\tau_h=0.433$, so $F=\sqrt{\ln(2.80)/\ln2}=1.22$. The line emerges with a width of $1.22\times2.06=2.5$ pm. Read as a pure Doppler width, it would indicate $500\ \mathrm K\times1.22^2\approx744$ K, although the gas is at 500 K. The centre of the line is absorbed more strongly than its wings, so the top is flattened and the half-height points move outwards.

With $n_l=10^{11}$ cm$^{-3}$ and all else fixed, $\tau_0=12$, $F=2.03$ and the width is 4.2 pm. The apparent temperature is then about 2100 K.

For small $\tau_0$, expansion gives $\tau_h\approx\tau_0/2-\tau_0^2/8$, so $\tau_0/\tau_h\approx2(1+\tau_0/4)$ and

$$F\approx\sqrt{1+\frac{\tau_0}{4\ln2}}\approx1+\frac{\tau_0}{8\ln2}.$$

An excess width of 1% is reached at $\tau_0=0.055$. Over 10 cm this corresponds to a metastable density of only about $5\times10^8$ cm$^{-3}$.

**Real discharges.** The pressure and densities above are rough values for a low-pressure inductive source. Of the effects inside the plasma estimated here, self-absorption is the largest: in the first case the model moves the width from 2.06 to 2.5 pm. This value is only an estimate. The upper level decays only in this line, and collisions ($4.2\times10^5$ s$^{-1}$) are much slower than $A$, so most absorbed light is emitted again. The re-emitting atoms keep the velocity selected by the absorption, and they are fewer near the boundary, where light escapes. Hence $S$ varies with frequency and depth even if the excitation and the metastable density are uniform. At $\tau_0\approx1$ this makes the broadening somewhat smaller than $F$ predicts, and at $\tau_0\approx12$ it produces a dip at line centre. A real plasma is also not uniform. If outer layers have a smaller $S$ than the centre, the equation $dI/d\tau=S-I$ can make the intensity fall on its way out, most strongly at line centre. The formula for $F$ assumes a constant $S$, so it is then no longer exact.

A narrow-band laser avoids the distortion. If it is too weak to change the level populations, and the plasma's own light is subtracted, the transmitted intensity is $I_0e^{-\tau}$. Then $-\ln(I/I_0)=\tau(\nu)$ has the same width for any $\tau_0$: the Doppler width, apart from the 0.3% added by radiative decay and collisions in (e). In practice the transmitted light must remain measurable. At $\tau_0=12.15$, the unrounded value of the second case, the transmission at line centre is only about $5\times10^{-6}$, so a shorter path, which lowers $\tau_0$ in proportion, makes the measurement easier.

## Variation 2: a spectrometer of 20 pm width

*An optically thin line with the width found in (c) is recorded with a spectrometer whose response is a Gaussian of FWHM $w=20$ pm. Can the gas temperature be read from the result?*

The recorded wavelength displacement is the sum of two independent Gaussian displacements, one from the atom and one from the instrument. Their variances add. For Gaussians the FWHM is $\sqrt{8\ln2}$ times the standard deviation, so the squares of the widths add too:

$$w_{\rm obs}=\sqrt{w^2+\Delta\lambda_D^2}=\sqrt{20^2+2.056^2}\ \mathrm{pm}=20.1\ \mathrm{pm}.$$

The thermal motion adds about 0.1 pm to the recorded width. To recover the temperature one uses $T\propto\Delta\lambda_D^2=w_{\rm obs}^2-w^2$. With $w$ held fixed, a small error in $w_{\rm obs}$ gives

$$\frac{\delta T}{T}=\frac{2w_{\rm obs}\,\delta w_{\rm obs}}{\Delta\lambda_D^2}
=2\left(\frac{w_{\rm obs}}{\Delta\lambda_D}\right)^2\frac{\delta w_{\rm obs}}{w_{\rm obs}}
\approx191\,\frac{\delta w_{\rm obs}}{w_{\rm obs}} .$$

An error of 0.1% in the recorded width changes the temperature by about 19%. An equal relative error in the assumed instrument width has nearly the same effect with the opposite sign. This spectrometer is therefore unsuitable for the measurement unless both widths are known far better than 0.1%.

The resolving power that matches the line is $\lambda_0/\Delta\lambda_D=3.9\times10^5$, whereas the spectrometer has $811.5\ \mathrm{nm}/20\ \mathrm{pm}\approx4\times10^4$. An instrument that only matches the line still contributes as much to the squared width as the atoms do. A scanned laser much narrower than 936 MHz resolves the profile directly.

Numerical values quoted here were computed with a short program.
